# Zero-Wavevector Term and Charge Neutrality in the Two-Dimensional Ewald Sum: verification in Python

```python
"""
Zero-wavevector term of the Ewald sum for charges periodic in two dimensions.

Result under test (Coulomb law 1/r, cell area A, splitting parameter alpha):
  E0 = -(pi/A) sum_ij q_i q_j [ z erf(alpha z) + exp(-alpha^2 z^2)/(alpha sqrt(pi)) ]
with z = z_i - z_j.  E0 alone depends on alpha even in a neutral cell; the full
Ewald energy does not.  Adding a constant c(alpha) to the pair kernel changes the
energy by c Q^2/2, which vanishes when the cell charge Q is zero.
Tests use dimensionless lengths; the example uses nm, eV and elementary charges.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc, erfcx

SQRT_PI = np.sqrt(np.pi)


def lattice_points(cell, reach):
    index = np.arange(-reach, reach + 1)
    first, second = np.meshgrid(index, index, indexing="ij")
    return np.column_stack([first.ravel(), second.ravel()]) @ cell


def cell_area(cell):
    return abs(np.linalg.det(cell))


def long_range_mode(G, z, alpha):
    """Lateral Fourier transform of erf(alpha r)/r, in overflow-safe form."""
    total = 0.0
    for sign in (1, -1):
        x = G / (2 * alpha) + sign * alpha * z
        damped = np.exp(-(G / (2 * alpha))**2 - (alpha * z)**2)
        positive = damped * erfcx(np.maximum(x, 0))
        negative = np.exp(np.minimum(sign * G * z, 0)) * erfc(np.minimum(x, 0))
        total = total + np.where(x > 0, positive, negative)
    return np.pi / G * total


def zero_mode(z, alpha):
    """Finite part of the long-range transform at zero wavevector."""
    return -2 * np.pi * (z * erf(alpha * z)
                         + np.exp(-(alpha * z)**2) / (alpha * SQRT_PI))


def ewald_kernel(cell, shift, z, alpha):
    """Pair kernel parts: real space, self, nonzero G, zero G."""
    area = cell_area(cell)
    distance = np.sqrt(np.sum((lattice_points(cell, 9) + shift)**2, axis=1) + z**2)
    apart = distance > 1e-10
    real = np.sum(erfc(alpha * distance[apart]) / distance[apart])
    own = 0.0 if apart.all() else -2 * alpha / SQRT_PI
    G_vectors = lattice_points(2 * np.pi * np.linalg.inv(cell).T, 9)
    G = np.linalg.norm(G_vectors, axis=1)
    G_vectors, G = G_vectors[G > 1e-10], G[G > 1e-10]
    wave = np.sum(np.cos(G_vectors @ shift) * long_range_mode(G, z, alpha)) / area
    return np.array([real, own, wave, zero_mode(z, alpha) / area])


def energy_parts(cell, positions, charges, alpha):
    parts = np.zeros(4)
    for r_i, q_i in zip(positions, charges):
        for r_j, q_j in zip(positions, charges):
            d = r_i - r_j
            parts += 0.5 * q_i * q_j * ewald_kernel(cell, d[:2], d[2], alpha)
    return parts


def pinned_offset(cell, alpha):
    """Constant that makes the long-range zero mode vanish at z = 0."""
    return 2 * SQRT_PI / (cell_area(cell) * alpha)


def sheet_coupling(cell, positions, charges, sheet_height):
    """Energy of the charges with a uniform neutralizing sheet."""
    return (2 * np.pi * np.sum(charges) / cell_area(cell)
            * np.sum(charges * np.abs(positions[:, 2] - sheet_height)))


# ---- closed kernels against quadrature of their definitions
for z in (0.0, 0.35, 1.2):
    for alpha in (0.8, 2.1):
        for G in (0.7, 3.0):
            value = quad(lambda t: 2 * SQRT_PI / t**2
                         * np.exp(-(t * z)**2 - G**2 / (4 * t**2)), 0, alpha,
                         epsabs=1e-11)[0]
            assert abs(value - long_range_mode(G, z, alpha)) < 1e-8
        finite = quad(lambda t: np.expm1(-(t * z)**2) / t**2, 0, alpha)[0] - 1 / alpha
        assert abs(2 * SQRT_PI * finite - zero_mode(z, alpha)) < 1e-8
        small_G = 1e-5
        limit = long_range_mode(small_G, z, alpha) - 2 * np.pi / small_G
        assert abs(limit - zero_mode(z, alpha)) < 2e-4  # remainder is linear in G


        def ring(s):
            r = np.hypot(s, z)
            return 2 * np.pi * erfc(alpha * r) * (s / r if r > 0 else 1.0)


        short_average = quad(ring, 0, 12 / alpha, epsabs=1e-11, limit=200)[0]
        short_formula = 2 * np.pi * (np.exp(-(alpha * z)**2) / (alpha * SQRT_PI)
                                     - z * erfc(alpha * z))
        assert abs(short_average - short_formula) < 1e-8
        assert abs(short_average + zero_mode(z, alpha) + 2 * np.pi * z) < 1e-8

# ---- pair kernel against a Gaussian-damped lattice sum, extrapolated in range
test_cell = np.array([[1.0, 0.0], [0.3, 1.1]])
test_area = cell_area(test_cell)
many_points = lattice_points(test_cell, 400)


def damped_kernel(shift, z):
    rho2 = np.sum((many_points + shift)**2, axis=1)
    r = np.sqrt(rho2 + z**2)
    keep = r > 1e-10
    values = [np.sum(np.exp(-rho2[keep] / L**2) / r[keep])
              - np.pi**1.5 * L / test_area for L in (15.0, 30.0, 60.0)]
    once = [2 * values[1] - values[0], 2 * values[2] - values[1]]
    return (4 * once[1] - once[0]) / 3


kernel_error = 0.0
for shift, z in (((0.0, 0.0), 0.0), ((0.2, 0.45), 0.4), ((0.5, 0.1), 0.0)):
    shift = np.array(shift)
    reference = damped_kernel(shift, z)
    for alpha in (1.6, 2.7):
        error = abs(reference - ewald_kernel(test_cell, shift, z, alpha).sum())
        kernel_error = max(kernel_error, error)
assert kernel_error < 1e-5

# ---- neutral cell against a direct sum over a disc plus its dipole tail
test_positions = np.array([[0.0, 0.0, 0.0], [0.45, 0.3, 0.35],
                           [0.2, 0.7, -0.25], [0.7, 0.6, 0.1]])
neutral = np.array([1.0, -0.7, 0.5, -0.8])
charged = np.array([1.0, -0.7, 0.5, -0.3])
disc_radius = 300.0
disc = many_points[np.sum(many_points**2, axis=1) < disc_radius**2]
cell_terms = np.zeros(len(disc))
for i in range(4):
    for j in range(4):
        d = test_positions[i] - test_positions[j]
        r = np.sqrt(np.sum((disc + d[:2])**2, axis=1) + d[2]**2)
        inverse = np.divide(1.0, r, out=np.zeros_like(r), where=r > 1e-10)
        cell_terms += 0.5 * neutral[i] * neutral[j] * inverse
dipole = neutral @ test_positions
tail = np.pi / (test_area * disc_radius) * (dipole[2]**2 - 0.5 * dipole[:2] @ dipole[:2])
direct_energy = cell_terms.sum() + tail
neutral_ewald = energy_parts(test_cell, test_positions, neutral, 2.0).sum()
direct_error = abs(direct_energy - neutral_ewald)
assert direct_error < 3e-5  # lattice-point noise at the rim of the disc

# ---- dependence on alpha: full energy, zero mode alone, pinned convention
low, high = 1.6, 3.0
for charges in (neutral, charged):
    part_low = energy_parts(test_cell, test_positions, charges, low)
    part_high = energy_parts(test_cell, test_positions, charges, high)
    assert abs(part_low.sum() - part_high.sum()) < 1e-10
    assert part_high[3] - part_low[3] > 0.01
    Q = charges.sum()
    pinned = []
    for alpha in (low, high):
        total = 0.0
        for r_i, q_i in zip(test_positions, charges):
            for r_j, q_j in zip(test_positions, charges):
                d = r_i - r_j
                kernel = ewald_kernel(test_cell, d[:2], d[2], alpha)
                kernel[3] -= zero_mode(0.0, alpha) / test_area
                total += 0.5 * q_i * q_j * kernel.sum()
        pinned.append(total)
    drift = SQRT_PI * Q**2 / test_area * (1 / low - 1 / high)
    assert abs(pinned[0] - pinned[1] - drift) < 1e-10
assert drift > 0.05

height_difference = test_positions[:, None, 2] - test_positions[None, :, 2]


def zero_energy(charges, alpha):
    return 0.5 * charges @ zero_mode(height_difference, alpha) @ charges / test_area


for charges in (neutral, charged):
    step = 1e-4
    slope = (zero_energy(charges, 2 + step) - zero_energy(charges, 2 - step)) / (2 * step)
    law = SQRT_PI / (test_area * 4) * (
        charges @ np.exp(-4 * height_difference**2) @ charges)
    assert slope > 0 and abs(slope - law) < 1e-7
small_alpha = 0.01
small_law = 2 * SQRT_PI * small_alpha * dipole[2]**2 / test_area
assert abs(zero_energy(neutral, small_alpha) / small_law - 1) < 1e-3

# ---- uniform counter-sheet against a remote lattice of point counter-charges
sheet_height = 4.0
Q = charged.sum()
with_points = energy_parts(test_cell,
                           np.vstack([test_positions, [0.1, 0.2, sheet_height]]),
                           np.append(charged, -Q), 2.0).sum()
with_sheet = (energy_parts(test_cell, test_positions, charged, 2.0).sum()
              + sheet_coupling(test_cell, test_positions, charged, sheet_height))
lattice_self = 0.5 * Q**2 * damped_kernel(np.zeros(2), 0.0)
assert abs(with_points - with_sheet - lattice_self) < 1e-5

# ---- worked example: gated three-plane channel, rough MoS2-like parameters
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
hartree = const.value("Hartree energy in eV")
a, half_thickness, gate_height = 0.32, 0.16, 3.0          # nm
density_cm2 = 5e12
cell = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
area = cell_area(cell)
site = cell.sum(axis=0) / 3
positions = np.array([[0, 0, 0], [*site, half_thickness], [*site, -half_thickness]])
ions = np.array([1.0, -0.5, -0.5])
carriers = density_cm2 * 1e-14 * area
doped = ions - np.array([carriers, 0, 0])
alphas = (5.0, 8.0, 12.0)

print(f"largest pair-kernel error in tests: {kernel_error:.1e} (dimensionless)")
print(f"neutral-cell error against disc sum: {direct_error:.1e} (dimensionless)")
print(f"lattice constant {a:.2f} nm, cell area {area:.5f} nm^2")
print(f"outer planes at +/-{half_thickness:.2f} nm, gate at {gate_height:.1f} nm")
print(f"ion charges: metal {ions[0]:+.1f} e, outer {ions[1]:+.1f} e each")
print(f"carrier density {density_cm2:.1e} cm^-2 = {carriers:.6f} electrons per cell")
print("Undoped neutral layer, energies in eV per cell")
print("alpha(1/nm)  real      self      G>0       G=0       total     without G=0")
totals = []
for alpha in alphas:
    parts = coulomb * energy_parts(cell, positions, ions, alpha)
    totals.append(parts.sum())
    print(f"{alpha:8.1f} " + " ".join(f"{v:9.4f}" for v in parts)
          + f" {parts.sum():9.4f} {parts.sum() - parts[3]:9.4f}")
assert np.ptp(totals) < 1e-8
layer_heights = positions[:, None, 2] - positions[None, :, 2]
zero_limit = -np.pi * coulomb / area * (ions @ np.abs(layer_heights) @ ions)
print(f"G=0 part for infinite alpha: {zero_limit:.4f} eV per cell")
print(f"total: {totals[0]:.4f} eV = {totals[0] / hartree:.5f} hartree per cell")

print("Doped layer: electron level at metal site in eV")
print("alpha(1/nm)  standard, no gate  pinned, no gate  pinned, with gate")
levels = []
for alpha in alphas:
    offset = pinned_offset(cell, alpha)
    kernels = np.array([ewald_kernel(cell, (positions[0] - r)[:2],
                                     (positions[0] - r)[2], alpha).sum()
                        for r in positions])
    standard = -coulomb * doped @ kernels
    pinned_level = -coulomb * doped @ (kernels + offset)
    gate_kernel = -2 * np.pi * gate_height / area + offset
    gated = pinned_level - coulomb * carriers * gate_kernel
    levels.append([standard, pinned_level, gated])
    print(f"{alpha:8.1f}     {standard:12.5f}     {pinned_level:12.5f}     {gated:12.5f}")
levels = np.array(levels)
assert np.ptp(levels[:, 0]) < 1e-8 and np.ptp(levels[:, 2]) < 1e-8
assert np.ptp(levels[:, 1]) > 1e-3
print(f"spurious spread of pinned level, no gate: {1e3 * np.ptp(levels[:, 1]):.2f} meV")

# Field in the gap from laterally averaged Ewald potentials and the gate sheet.
grid = [(i * cell[0] + j * cell[1]) / 4 for i in range(4) for j in range(4)]
mean_potential = []
for z in (1.0, 2.0):
    from_layer = np.mean([sum(q * ewald_kernel(cell, s - r[:2], z - r[2], 8.0).sum()
                              for q, r in zip(doped, positions)) for s in grid])
    from_gate = -2 * np.pi * carriers * abs(z - gate_height) / area
    mean_potential.append(coulomb * (from_layer + from_gate))
field = mean_potential[1] - mean_potential[0]  # V/nm
gauss_field = const.e * density_cm2 * 1e4 / const.epsilon_0 * 1e-9
assert abs(field / gauss_field - 1) < 1e-6
voltage = field * gate_height
stored = 0.5 * carriers * voltage
gate_energies = [coulomb * energy_parts(
    cell, np.vstack([positions, [0, 0, h]]), np.append(doped, carriers), 8.0).sum()
    for h in (gate_height, 2 * gate_height)]
assert abs(gate_energies[1] - gate_energies[0] - stored) < 1e-7
gated_energy = (coulomb * energy_parts(cell, positions, doped, 8.0).sum()
                + coulomb * sheet_coupling(cell, positions, doped, gate_height))
print(f"gap field {10 * field:.3f} MV/cm, voltage over the vacuum gap {voltage:.3f} V")
print(f"capacitor energy {1e3 * stored:.3f} meV per cell")
print(f"energy of doped layer with uniform gate: {gated_energy:.4f} eV per cell")

# ---- sizes of neglected effects, from rough typical inputs
ion_scale, ion_width, plane_offset = 0.8, 0.07, 0.05
permittivity, breakdown = 4.0, 10.0
barrier, barrier_mass = 3.0, 0.5
band_mass, valleys, temperature, attempts = 0.5, 2, 300.0, 1e15
scaled = coulomb * energy_parts(cell, positions, ion_scale * ions, 8.0).sum()
smearing = -coulomb * energy_parts(cell, positions, ions, 1 / (2 * ion_width))[0]
filled_field = field / permittivity
turning_point = min(gate_height, barrier / filled_field)


def decay_rate(z):
    energy = max(barrier - filled_field * z, 0.0) * const.e
    return 2 * np.sqrt(2 * barrier_mass * const.m_e * energy) / const.hbar * 1e-9


exponent = quad(decay_rate, 0, turning_point)[0]
leakage = const.e * density_cm2 * attempts * np.exp(-exponent)
fermi = (density_cm2 * 1e4 * np.pi * const.hbar**2
         / (valleys * band_mass * const.m_e) / const.e)
thermal = const.k * temperature / const.e
chemical = thermal * np.log(np.expm1(fermi / thermal))
print("Neglected effects, from rough typical inputs")
print(f"ion charges times {ion_scale:.1f}: layer energy {scaled:.4f} eV per cell")
print(f"Gaussian ions of width {ion_width:.2f} nm: energy change {smearing:+.4f} eV per cell")
print(f"carrier plane moved {plane_offset:.2f} nm: voltage change {field * plane_offset:.4f} V")
print(f"insulator of relative permittivity {permittivity:.0f}: voltage {voltage / permittivity:.3f} V")
print(f"its field {10 * filled_field:.3f} MV/cm, rough breakdown field {breakdown:.0f} MV/cm")
print(f"field over breakdown field: {10 * filled_field / breakdown:.3f}")
print(f"barrier {barrier:.1f} eV, tunnelling mass {barrier_mass:.1f} electron masses")
print(f"tunnelling exponent {exponent:.2f}, attempt rate {attempts:.0e} 1/s")
print(f"tunnelling leakage {leakage:.1e} A/cm^2")
print(f"band mass {band_mass:.1f} electron masses, {valleys} valleys")
print(f"zero-temperature band filling {1e3 * fermi:.2f} meV")
print(f"thermal energy at {temperature:.0f} K: {1e3 * thermal:.2f} meV")
print(f"chemical potential from band edge at {temperature:.0f} K: {1e3 * chemical:.2f} meV")
print("no test failed")
```

Running it gives:

```
largest pair-kernel error in tests: 2.3e-06 (dimensionless)
neutral-cell error against disc sum: 1.5e-07 (dimensionless)
lattice constant 0.32 nm, cell area 0.08868 nm^2
outer planes at +/-0.16 nm, gate at 3.0 nm
ion charges: metal +1.0 e, outer -0.5 e each
carrier density 5.0e+12 cm^-2 = 0.004434 electrons per cell
Undoped neutral layer, energies in eV per cell
alpha(1/nm)  real      self      G>0       G=0       total     without G=0
     5.0   -1.0226   -6.0931    0.0387    1.3587   -5.7183   -7.0770
     8.0   -0.0943   -9.7490    1.1087    3.0164   -5.7183   -8.7346
    12.0   -0.0006  -14.6234    4.3293    4.5765   -5.7183  -10.2948
G=0 part for infinite alpha: 8.1619 eV per cell
total: -5.7183 eV = -0.21014 hartree per cell
Doped layer: electron level at metal site in eV
alpha(1/nm)  standard, no gate  pinned, no gate  pinned, with gate
     5.0          2.21708          2.26813          3.57421
     8.0          2.21708          2.24898          3.57421
    12.0          2.21708          2.23835          3.57421
spurious spread of pinned level, no gate: 29.78 meV
gap field 9.048 MV/cm, voltage over the vacuum gap 2.714 V
capacitor energy 6.018 meV per cell
energy of doped layer with uniform gate: -5.7022 eV per cell
Neglected effects, from rough typical inputs
ion charges times 0.8: layer energy -3.6597 eV per cell
Gaussian ions of width 0.07 nm: energy change +0.2138 eV per cell
carrier plane moved 0.05 nm: voltage change 0.0452 V
insulator of relative permittivity 4: voltage 0.679 V
its field 2.262 MV/cm, rough breakdown field 10 MV/cm
field over breakdown field: 0.226
barrier 3.0 eV, tunnelling mass 0.5 electron masses
tunnelling exponent 35.43, attempt rate 1e+15 1/s
tunnelling leakage 3.3e-07 A/cm^2
band mass 0.5 electron masses, 2 valleys
zero-temperature band filling 11.97 meV
thermal energy at 300 K: 25.85 meV
chemical potential from band edge at 300 K: -13.69 meV
no test failed
```
